# How long diffusion can sustain a photocurrent step: a numerical check

```python
"""
Result under test: a constant photocurrent density j, carried wholly by a
one-electron reductant (bulk concentration C, diffusivity D) that diffuses to
a planar photoanode through still solution, empties the surface at
    tau = pi * D * (F*C / (2*j))**2 .
Also tested: the concentration profile, the effect of a stirred layer of
finite thickness, the decay of the current after tau, and the earlier sag
caused by surface recombination of holes.
Working units: micrometre, second, mM (= mol/m^3). J = j/F is the molar flux
in mM um/s. The reference side is a finite-volume solution of diffusion.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.special import erfc

FARADAY = const.physical_constants["Faraday constant"][0]


class DiffusionRun:
    """Diffusion from a reservoir at x = thickness to an electrode at x = 0.

    half_conc None: the flux is imposed, whatever the surface concentration.
    half_conc >= 0: flux = J*cs/(cs + half_conc); zero means that the full
    flux runs until the surface is empty, after which cs stays at zero.
    """

    def __init__(self, J, D, C, thickness, t_end, half_conc=None, cells=300):
        s = np.linspace(0.0, 1.0, cells + 1)
        faces = thickness * np.expm1(5 * s) / np.expm1(5)
        self.widths = np.diff(faces)
        self.centres = 0.5 * (faces[1:] + faces[:-1])
        self.J, self.D, self.half_conc = J, D, half_conc
        gaps = np.diff(np.append(self.centres, thickness))

        def rate(t, c):
            inward = D * np.diff(np.append(c, C)) / gaps
            leaving = np.concatenate(([self.wall_flux(c[0])], inward[:-1]))
            return (inward - leaving) / self.widths

        pattern = diags([np.ones(cells - 1), np.ones(cells),
                         np.ones(cells - 1)], [-1, 0, 1], format="csc")
        result = solve_ivp(rate, (0.0, t_end), np.full(cells, float(C)),
                           method="BDF", jac_sparsity=pattern, rtol=1e-6,
                           atol=1e-8, dense_output=True)
        assert result.success
        self.profile = result.sol

    def surface_value(self, first_cell):
        b = first_cell - self.J * self.widths[0] / (2 * self.D)
        if self.half_conc is None:
            return b
        b -= self.half_conc
        product = max(first_cell, 0.0) * self.half_conc
        return 0.5 * (b + np.sqrt(b * b + 4 * product))

    def wall_flux(self, first_cell):
        drop = first_cell - self.surface_value(first_cell)
        return 2 * self.D * drop / self.widths[0]

    def surface(self, t):
        return self.surface_value(self.profile(t)[0])

    def flux(self, t):
        return self.wall_flux(self.profile(t)[0])


def sand_time(J, D, C):
    return np.pi * D * C**2 / (4 * J**2)


def still_profile(x, t, J, D, C):
    root = np.sqrt(D * t)
    return (C - 2 * J * np.sqrt(t / (np.pi * D)) * np.exp(-x**2 / (4 * D * t))
            + J * x / D * erfc(x / (2 * root)))


def layer_surface(t, thickness, J, D, C):
    m = np.arange(1, 4001, 2)
    decay = np.exp(-m**2 * np.pi**2 * D * t / (4 * thickness**2))
    return C - J * thickness / D * (1 - np.sum(8 / (np.pi * m)**2 * decay))


# Inputs of the worked example
j_mA = 5.0            # mA/cm^2
C = 10.0              # mM
D_cm = 1e-5           # cm^2/s
D = D_cm * 1e8        # um^2/s
J = j_mA * 10 / FARADAY * 1e6
tau = sand_time(J, D, C)
critical = D * C / J

# Depletion time and profile against the numerical solution
still = DiffusionRun(J, D, C, 300.0, 0.6)
tau_numeric = brentq(still.surface, 0.01, 0.6)
assert abs(tau_numeric / tau - 1) < 1e-3
for t in (0.3 * tau, tau):
    expected = still_profile(still.centres, t, J, D, C)
    assert np.max(np.abs(still.profile(t) - expected)) < 2e-3 * C

# A second case with all three parameters changed
J2, D2, C2 = 300.0, 2300.0, 4.0
tau2 = sand_time(J2, D2, C2)
other = DiffusionRun(J2, D2, C2, 300.0, 2 * tau2)
assert abs(brentq(other.surface, 0.01 * tau2, 2 * tau2) / tau2 - 1) < 1e-3

# Reductant missing from the solution at tau, by quadrature
missing = quad(lambda x: C - still_profile(x, tau, J, D, C), 0, 300,
               epsabs=1e-9, limit=200)[0]
assert abs(missing / (np.pi / 4 * C * critical) - 1) < 1e-6
assert abs(missing / (J * tau) - 1) < 1e-6

# Stirred layers: finite depletion time above the critical thickness
layer_times = {}
for thickness in (100.0, 25.0, 20.0):
    layer_times[thickness] = brentq(
        lambda t: layer_surface(t, thickness, J, D, C), 0.05, 5.0)
stirred = DiffusionRun(J, D, C, 20.0, 1.5)
assert abs(brentq(stirred.surface, 0.05, 1.5) / layer_times[20.0] - 1) < 3e-3
thin = 18.0
thin_run = DiffusionRun(J, D, C, thin, 5.0)
thin_surface = thin_run.surface(5.0)
assert thin < critical and thin_surface > 0
assert abs(thin_surface - C * (1 - thin / critical)) < 1e-3 * C
assert min(thin_run.surface(t) for t in np.linspace(0.01, 5, 200)) > 0

# Current carried by the reductant after the surface is empty
after = DiffusionRun(J, D, C, 400.0, 4.2 * tau, half_conc=0.0)
later = {}
for ratio in (1.2, 2.0, 4.0):
    later[ratio] = 2 / np.pi * np.arcsin(np.sqrt(1 / ratio))
    assert abs(after.flux(ratio * tau) / J - later[ratio]) < 3e-3

# Recombination makes the photocurrent sag before tau
half_conc = 0.1       # mM, where transfer and recombination are equal
recomb = DiffusionRun(J, D, C, 300.0, 0.6, half_conc=half_conc)
t90 = brentq(lambda t: recomb.flux(t) - 0.9 * J, 0.01, 0.6)
lower = tau * (1 - 9 * half_conc / C)**2
upper = lower / 0.81
assert lower < t90 < upper
assert t90 < tau

# Rough sizes of other neglected effects
charge_mC = j_mA * tau
salt_M, D_salt_cm, z_red = 1.0, 2e-5, -4
C_M = C * 1e-3
red_part = z_red**2 * C_M * D_cm
salt_part = (2 * salt_M + abs(z_red) * C_M) * D_salt_cm
migration_share = red_part / (red_part + salt_part) / abs(z_red)
migration_change = 1 / (1 - migration_share)**2 - 1
capacitance_uF, swing_V = 20.0, 0.5
charging_ms = capacitance_uF * swing_V / j_mA
photon_eV = 2.0
photon_flux = j_mA * 1e-3 / const.e
light_mW = j_mA * photon_eV
effusivity = np.sqrt(0.6 * 4.18e6)    # water, W s^0.5 / (m^2 K), rough
heating = 2 * light_mW * 10 * np.sqrt(tau / np.pi) / effusivity
radius_mm = 3.0
diffusion_length = np.sqrt(D * tau)

print(f"photocurrent density            {j_mA:.1f} mA/cm^2")
print(f"bulk reductant concentration    {C:.1f} mM")
print(f"diffusivity                     {D_cm:.1e} cm^2/s")
print(f"Faraday constant                {FARADAY:.2f} C/mol")
print(f"reductant flux j/F              {J * 1e-10:.4e} mol/(cm^2 s)")
print(f"F*C/(2j)                        "
      f"{FARADAY * C * 1e-6 / (2 * j_mA * 1e-3):.3f} s/cm")
print(f"depletion time tau, formula     {tau:.4f} s")
print(f"depletion time tau, converted   {tau * 1e3:.1f} ms")
print(f"depletion time tau, numerical   {tau_numeric:.4f} s")
for t in (0.05, 0.10, 0.20):
    print(f"surface concentration at {t:.2f} s "
          f"{still_profile(0.0, t, J, D, C):.3f} mM")
for x in (10.0, 20.0, 50.0):
    print(f"concentration at tau, x={x:.0f} um  "
          f"{still_profile(x, tau, J, D, C):.3f} mM")
print(f"diffusion length sqrt(D*tau)    {diffusion_length:.2f} um")
print(f"charge passed by tau            {charge_mC:.3f} mC/cm^2")
print(f"equivalent emptied thickness    {missing / C:.2f} um")
print(f"critical stirred thickness      {critical:.2f} um")
for thickness, value in layer_times.items():
    print(f"depletion time, {thickness:.0f} um layer    {value:.4f} s")
print(f"steady surface conc., {thin:.0f} um layer {thin_surface:.3f} mM")
for ratio, value in later.items():
    print(f"current fraction at {ratio:.1f} tau     {value:.4f} (no unit)")
print(f"recombination half-concentration {half_conc:.2f} mM")
print(f"time to 90% of J, recombination {t90:.4f} s")
print(f"  lower and upper bounds        {lower:.4f}, {upper:.4f} s")
print(f"  time to 90% relative to tau   {100 * t90 / tau:.1f} %")
print(f"supporting salt, rough          {salt_M:.1f} M")
print(f"salt ion diffusivity, rough     {D_salt_cm:.1e} cm^2/s")
print(f"bulk migration share of flux    {100 * migration_share:.2f} %")
print(f"rough rise of tau by migration  {100 * migration_change:.1f} %")
print(f"interface capacitance, rough    {capacitance_uF:.0f} uF/cm^2")
print(f"interface voltage swing, rough  {swing_V:.1f} V")
print(f"charging delay                  {charging_ms:.1f} ms")
print(f"charging delay relative to tau  {0.1 * charging_ms / tau:.2f} %")
print(f"photon energy chosen            {photon_eV:.1f} eV")
print(f"photon flux at unit yield       {photon_flux:.3e} 1/(cm^2 s)")
print(f"light power at unit yield       {light_mW:.1f} mW/cm^2")
print(f"heating if all enters water     {heating:.3f} K")
print(f"electrode radius chosen         {radius_mm:.1f} mm")
print(f"diffusion length / radius       "
      f"{100 * diffusion_length / (radius_mm * 1e3):.2f} %")
print("checks complete")
```

Output:

```
photocurrent density            5.0 mA/cm^2
bulk reductant concentration    10.0 mM
diffusivity                     1.0e-05 cm^2/s
Faraday constant                96485.33 C/mol
reductant flux j/F              5.1821e-08 mol/(cm^2 s)
F*C/(2j)                        96.485 s/cm
depletion time tau, formula     0.2925 s
depletion time tau, converted   292.5 ms
depletion time tau, numerical   0.2925 s
surface concentration at 0.05 s 5.865 mM
surface concentration at 0.10 s 4.153 mM
surface concentration at 0.20 s 1.731 mM
concentration at tau, x=10 um  4.339 mM
concentration at tau, x=20 um  7.127 mM
concentration at tau, x=50 um  9.823 mM
diffusion length sqrt(D*tau)    17.10 um
charge passed by tau            1.462 mC/cm^2
equivalent emptied thickness    15.16 um
critical stirred thickness      19.30 um
depletion time, 100 um layer    0.2925 s
depletion time, 25 um layer    0.3212 s
depletion time, 20 um layer    0.5087 s
steady surface conc., 18 um layer 0.672 mM
current fraction at 1.2 tau     0.7323 (no unit)
current fraction at 2.0 tau     0.5000 (no unit)
current fraction at 4.0 tau     0.3333 (no unit)
recombination half-concentration 0.10 mM
time to 90% of J, recombination 0.2702 s
  lower and upper bounds        0.2422, 0.2990 s
  time to 90% relative to tau   92.4 %
supporting salt, rough          1.0 M
salt ion diffusivity, rough     2.0e-05 cm^2/s
bulk migration share of flux    0.94 %
rough rise of tau by migration  1.9 %
interface capacitance, rough    20 uF/cm^2
interface voltage swing, rough  0.5 V
charging delay                  2.0 ms
charging delay relative to tau  0.68 %
photon energy chosen            2.0 eV
photon flux at unit yield       3.121e+16 1/(cm^2 s)
light power at unit yield       10.0 mW/cm^2
heating if all enters water     0.039 K
electrode radius chosen         3.0 mm
diffusion length / radius       0.57 %
checks complete
```
